# Limiting electron flux in a neutral film with blocked vacancies: a program that tests the result

```python
"""Limiting electron flux through a neutral film with blocked vacancies.

Result under test: vacancies of charge +2 (density v, mean c) that cannot
leave the film, with electrons n = 2v, have a linear steady profile
    v = c*(1 + j*(1 - 2x/L)),   j = J*L/(6*D*c) = tanh(qV/(3kT)),
so the electron flux J stays below 6*D*c/L.
D: electron diffusivity, L: thickness, V: applied voltage, x = 0: cathode.
Scaled units in the solvers: length L, density c, potential kT/q,
electron flux D*c/L, time L^2/D_v (D_v: vacancy diffusivity).
beta = eps*kT/(q^2*c*L^2) measures the departure from neutrality.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp, solve_ivp
from scipy.optimize import brentq


def solve_poisson(voltage, beta, acceptor=0.0, start=None):
    """Steady Poisson and drift-diffusion problem, neutrality not assumed.
    Unknowns: ln v, ln n, potential gradient, integral of v; parameter: flux.
    The contacts carry no charge density and pass electrons freely."""
    def slopes(x, y, par):
        v, n = np.exp(y[0]), np.exp(y[1])
        return np.vstack([-2 * y[2], y[2] - par[0] / n,
                          -(2 * v - n - acceptor) / beta, v])

    def ends(a, b, par):
        return np.array([
            a[3], b[3] - 1,
            np.exp(a[1]) - 2 * np.exp(a[0]) + acceptor,
            np.exp(b[1]) - 2 * np.exp(b[0]) + acceptor,
            a[1] - b[1] + (a[0] - b[0]) / 2 - voltage])

    if start is None:
        x = np.linspace(0, 1, 401)
        j = np.tanh(voltage / 3)
        v = 1 + j * (1 - 2 * x)
        y = np.vstack([np.log(v), np.log(2 * v), j / v, x + j * (x - x**2)])
        par = [6 * j]
    else:
        x, y, par = start.x, start.y, start.p
    sol = solve_bvp(slopes, ends, x, y, p=par, tol=1e-5, max_nodes=20000)
    assert sol.success, sol.message
    return sol


# Test 1: full problem at small beta against the tanh law and straight line
worst_flux, worst_profile = 0.0, 0.0
for volt in (0.1, 1.0, 2.5, 4.0):
    sol = solve_poisson(volt, 2e-5)
    j = np.tanh(volt / 3)
    line = 1 + j * (1 - 2 * sol.x)
    worst_flux = max(worst_flux, abs(sol.p[0] / (6 * j) - 1))
    worst_profile = max(worst_profile, np.max(abs(np.exp(sol.y[0]) - line)))
assert worst_flux < 1e-3
assert worst_profile < 5e-3

# Test 2: time-dependent neutral film at fixed electron flux
CELLS = 50
centres = (np.arange(CELLS) + 0.5) / CELLS


def vacancy_rate(t, v, flux):
    n = 2 * v
    v_face, n_face = (v[1:] + v[:-1]) / 2, (n[1:] + n[:-1]) / 2
    field = (np.diff(n) * CELLS + flux) / n_face
    vac_flux = -(np.diff(v) * CELLS + 2 * v_face * field)
    return -np.diff(np.concatenate([[0.0], vac_flux, [0.0]])) * CELLS


def depleted(t, v, flux):
    return v[-1] - 0.01


depleted.terminal = True


def evolve(flux):
    return solve_ivp(vacancy_rate, (0, 0.8), np.ones(CELLS), args=(flux,),
                     method="BDF", t_eval=[0.1, 0.15, 0.8], events=depleted,
                     rtol=1e-8, atol=1e-10)


below, above = evolve(0.9 * 6), evolve(1.1 * 6)
assert len(below.t_events[0]) == 0 and len(above.t_events[0]) == 1
final = below.y[:, 2]
assert np.max(abs(final - (1 + 0.9 * (1 - 2 * centres)))) < 1e-5
gap = below.y[-1, :2] - final[-1]
rate = np.log(gap[0] / gap[1]) / 0.05
assert abs(rate / (3 * np.pi**2) - 1) < 2e-3


# Limit when some vacancies hold one electron: v1 = K*v2*n, n + v1 + v2 linear
def capture_profile(v2_max, K):
    v2 = np.linspace(0, v2_max, 4001)
    n = 2 * v2 / (1 - K * v2)
    total = v2 + K * v2 * n
    s = n + total
    mean = np.sum((total[1:] + total[:-1]) / 2 * np.diff(s)) / s[-1]
    return mean, s[-1]


def capture_limit(K):
    top = brentq(lambda m: capture_profile(m, K)[0] - 1, 0.5, 2.5)
    return capture_profile(top, K)[1]


assert abs(capture_limit(0.0) - 6) < 1e-6

# Worked example: rough regime of lightly reduced strontium titanate
q, kB = const.e, const.k
T, L_nm, c, mobility, eps_r, volts = 500.0, 1000.0, 5e17, 2.0, 170.0, 0.2
D_vac, acceptors, binding, mass, gap_eV = 3e-9, 2e16, 0.1, 4.0, 3.0
radius_um, heat_cond, contact_res = 5.0, 8.0, 1e-5
L = L_nm * 1e-7                                   # cm
Vt = kB * T / q                                   # V
D = mobility * Vt                                 # cm2/s
J_lim = 6 * D * c / L                             # 1/(cm2 s)
j = np.tanh(volts / (3 * Vt))
J = j * J_lim
eps = eps_r * const.epsilon_0 / 100               # F/cm
beta = eps * Vt / (q * c * L**2)
debye_nm = np.sqrt(beta / 6) * L_nm
full = solve_poisson(volts / Vt, beta)
doped = solve_poisson(volts / Vt, beta, acceptor=acceptors / c)
high = {}
sol = full
for step in np.arange(0.225, 0.4001, 0.025):
    sol = solve_poisson(step / Vt, beta, start=sol)
    high[round(float(step), 3)] = sol.p[0] / 6
Nc = 2 * (2 * np.pi * mass * const.m_e * kB * T / const.h**2)**1.5 * 1e-6
n_cat, n_an = 2 * c * (1 + j), 2 * c * (1 - j)
K = 2 * c / Nc * np.exp(binding / Vt)
power = q * J * volts                             # W/cm2
heating = power * radius_um * 1e-4 / (heat_cond / 100)
holes = Nc**2 * np.exp(-gap_eV / Vt) / n_an

print(f"test: worst relative flux error, small beta = {worst_flux:.1e}")
print(f"test: worst profile error / c, small beta = {worst_profile:.1e}")
print(f"test: relaxation rate = {rate:.3f} D_v/L^2")
print(f"test: 3 pi^2 = {3*np.pi**2:.3f}")
print(f"test: flux 1.1 J_lim empties anode at {above.t_events[0][0]:.4f} L^2/D_v")
print(f"input: temperature = {T:.0f} K")
print(f"input: thickness L = {L_nm:.0f} nm")
print(f"input: mean vacancy density c = {c:.2e} cm^-3")
print(f"input: electron mobility = {mobility:.1f} cm2/Vs")
print(f"input: relative permittivity = {eps_r:.0f}")
print(f"input: applied voltage = {volts:.2f} V")
print(f"input: vacancy diffusivity D_v = {D_vac:.1e} cm2/s")
print(f"thermal voltage kT/q = {Vt:.5f} V")
print(f"electron diffusivity D = {D:.5f} cm2/s")
print(f"limiting flux 6Dc/L = {J_lim:.4e} cm^-2 s^-1")
print(f"limiting current density = {q*J_lim:.1f} A/cm2")
print(f"qV/(3kT) = {volts/(3*Vt):.4f}")
print(f"j = J/J_lim at applied voltage = {j:.4f}")
print(f"flux J = {J:.4e} cm^-2 s^-1")
print(f"current density = {q*J:.1f} A/cm2")
print(f"vacancy density at cathode = {n_cat/2:.3e} cm^-3")
print(f"vacancy density at anode = {n_an/2:.3e} cm^-3")
print(f"electric potential drop in film V/3 = {volts/3:.4f} V")
print(f"relaxation time L^2/(3 pi^2 D_v) = {L**2/(3*np.pi**2*D_vac):.3f} s")
print(f"space charge: beta = {beta:.3e}")
print(f"space charge: Debye length at mean density = {debye_nm:.2f} nm")
print(f"space charge: full J/J_lim at {volts:.2f} V = {full.p[0]/6:.4f}")
for key in (0.3, 0.4):
    print(f"space charge: full J/J_lim at {key:.2f} V = {high[key]:.4f}")
    print(f"neutral law: J/J_lim at {key:.2f} V = {np.tanh(key/(3*Vt)):.4f}")
print(f"input: residual acceptors = {acceptors:.1e} cm^-3")
print(f"acceptors: full J/J_lim at {volts:.2f} V = {doped.p[0]/6:.4f}")
print(f"input: density-of-states mass = {mass:.1f} electron masses")
print(f"effective density of states = {Nc:.3e} cm^-3")
print(f"input: electron binding to vacancy = {binding:.2f} eV")
print(f"capture: singly/doubly charged at cathode = {K*n_cat/c:.4f}")
print(f"capture: limiting flux / (6Dc/L) = {capture_limit(K)/6:.4f}")
print(f"degeneracy: Einstein correction at cathode = {n_cat/(8**0.5*Nc):.2e}")
print(f"input: band gap = {gap_eV:.1f} eV")
print(f"holes: density at anode = {holes:.1e} cm^-3")
print(f"peak field, full problem = {full.y[2].max()*Vt/L*1e-6:.5f} MV/cm")
print(f"input: contact pad radius = {radius_um:.1f} um")
print(f"input: thermal conductivity = {heat_cond:.1f} W/(m K)")
print(f"dissipated power = {power:.1f} W/cm2")
print(f"self-heating at pad centre = {heating:.2f} K")
print(f"input: specific contact resistance = {contact_res:.0e} ohm cm2")
print(f"contact voltage drop = {q*J*contact_res*1e3:.2f} mV")
print("verified")
```

Running it gives:

```
test: worst relative flux error, small beta = 1.7e-04
test: worst profile error / c, small beta = 4.1e-04
test: relaxation rate = 29.599 D_v/L^2
test: 3 pi^2 = 29.609
test: flux 1.1 J_lim empties anode at 0.0782 L^2/D_v
input: temperature = 500 K
input: thickness L = 1000 nm
input: mean vacancy density c = 5.00e+17 cm^-3
input: electron mobility = 2.0 cm2/Vs
input: relative permittivity = 170
input: applied voltage = 0.20 V
input: vacancy diffusivity D_v = 3.0e-09 cm2/s
thermal voltage kT/q = 0.04309 V
electron diffusivity D = 0.08617 cm2/s
limiting flux 6Dc/L = 2.5852e+21 cm^-2 s^-1
limiting current density = 414.2 A/cm2
qV/(3kT) = 1.5473
j = J/J_lim at applied voltage = 0.9133
flux J = 2.3612e+21 cm^-2 s^-1
current density = 378.3 A/cm2
vacancy density at cathode = 9.567e+17 cm^-3
vacancy density at anode = 4.333e+16 cm^-3
electric potential drop in film V/3 = 0.0667 V
relaxation time L^2/(3 pi^2 D_v) = 0.113 s
space charge: beta = 8.096e-04
space charge: Debye length at mean density = 11.62 nm
space charge: full J/J_lim at 0.20 V = 0.9207
space charge: full J/J_lim at 0.30 V = 1.0133
neutral law: J/J_lim at 0.30 V = 0.9809
space charge: full J/J_lim at 0.40 V = 1.0677
neutral law: J/J_lim at 0.40 V = 0.9959
input: residual acceptors = 2.0e+16 cm^-3
acceptors: full J/J_lim at 0.20 V = 0.8934
input: density-of-states mass = 4.0 electron masses
effective density of states = 4.320e+20 cm^-3
input: electron binding to vacancy = 0.10 eV
capture: singly/doubly charged at cathode = 0.0902
capture: limiting flux / (6Dc/L) = 0.9809
degeneracy: Einstein correction at cathode = 1.57e-03
input: band gap = 3.0 eV
holes: density at anode = 1.2e-06 cm^-3
peak field, full problem = 0.00302 MV/cm
input: contact pad radius = 5.0 um
input: thermal conductivity = 8.0 W/(m K)
dissipated power = 75.7 W/cm2
self-heating at pad centre = 0.47 K
input: specific contact resistance = 1e-05 ohm cm2
contact voltage drop = 3.78 mV
verified
```
